# Frozen-Index Error in Transfer-Matrix Simulation of Resist Bleaching

## What scaling fixes

A resist film bleaches while light interferes inside it. Let $M(z,t)$ be the remaining fraction of bleachable absorber, with $M(z,0)=1$. The film has thickness $d$, and depth $z$ is measured downwards from its top. Light of vacuum wavelength $\lambda$ and constant irradiance $I_0$ arrives at normal incidence. The material law is

$$
\frac{\partial M}{\partial t}=-CIM,\qquad \alpha=AM+B,
$$

where $I$ is local intensity, $C$ has unit m²/J, and the absorption coefficients $A,B$ have unit m⁻¹.

For a given index profile Maxwell's equations are linear, so $I$ is proportional to $I_0$. Irradiance and time therefore enter only through the dimensionless dose $\tau=CI_0t$:

$$
M=\Phi\!\left(\frac zd;\ \tau,\ Ad,\ Bd,\ \frac d\lambda,\ \text{indices}\right).
$$

A scheme that holds the index fixed for a time $\Delta t$ adds one group, $CI_0\Delta t$. Its error is governed by the dose per step, not by seconds. Scaling does not give the power of this group; a Taylor expansion below does.

The model assumes a laterally uniform film, no diffusion, heating or thickness change, and a field that follows the index without delay. With time factor $e^{-i\omega t}$, the complex index is

$$
\tilde n=n+i\kappa=n_b+\Delta n\,M+\frac{i\lambda(AM+B)}{4\pi}.
$$

Positive $\kappa$ means absorption. The cover has real index $n_0$, and the semi-infinite substrate has complex index $n_s$.

## Optical solve at fixed absorber

Let $k_0=2\pi/\lambda$ and $Q=E'/(ik_0)$, where a prime on a field means $d/dz$. The wave equation $E''=-k_0^2\tilde n^2E$ becomes

$$
E'=ik_0Q,\qquad Q'=\frac{-k_0^2\tilde n^2E}{ik_0}=ik_0\tilde n^2E .
$$

Faraday's law makes $Q$ proportional to the tangential magnetic field, so $E$ and $Q$ are both continuous at interfaces.

Divide the film into $N_z$ uniform cells of width $h$, and put $\delta=k_0\tilde nh$. Within a cell,

$$
E(z+h)=E\cos\delta+\frac{E'}{k_0\tilde n}\sin\delta
=E\cos\delta+\frac{i\sin\delta}{\tilde n}Q .
$$

Differentiating this solution and dividing by $ik_0$ gives $Q(z+h)=i\tilde n\sin\delta\,E+\cos\delta\,Q$. Reversing the sign of $\delta$ inverts the map, which is the form needed for upward propagation:

$$
\begin{aligned}
E_j&=\cos\delta_j\,E_{j+1}-\frac{i\sin\delta_j}{\tilde n_j}Q_{j+1},\\
Q_j&=\cos\delta_j\,Q_{j+1}-i\tilde n_j\sin\delta_j\,E_{j+1}.
\end{aligned}
$$

Only a downward wave exists in the substrate, so the recursion starts from $E=1$, $Q=n_s$. At the top, the cover field is a sum of incident and reflected waves:

$$
E_0=E_{\rm inc}+E_{\rm ref},\qquad Q_0=n_0(E_{\rm inc}-E_{\rm ref}).
$$

Hence

$$
E_{\rm inc}=\frac{E_0+Q_0/n_0}{2},\qquad
r=\frac{E_0-Q_0/n_0}{E_0+Q_0/n_0},\qquad R=|r|^2 .
$$

## The intensity that bleaches

The bleaching law needs absorbed power, not net energy flux. Normalized to the incident irradiance, the net downward flux is

$$
S=I_0\frac{\operatorname{Re}(E^*Q)}{n_0|E_{\rm inc}|^2}.
$$

Its derivative follows from the two first-order equations:

$$
(E^*Q)'=(ik_0Q)^*Q+E^*(ik_0\tilde n^2E)
=-ik_0|Q|^2+ik_0\tilde n^2|E|^2 .
$$

The first term is imaginary. The real part of the second is $-2k_0n\kappa|E|^2$. Since $\alpha=2k_0\kappa$,

$$
\frac{dS}{dz}=-\alpha I,\qquad
I=I_0\frac{n|E|^2}{n_0|E_{\rm inc}|^2}.
$$

This $I$ equals $\tfrac12c\varepsilon_0n|E|^2$ in physical units. It contains the interference of both waves and may exceed $I_0$ without violating energy conservation.

Integration over a uniform cell gives its mean intensity,

$$
\bar I_j=\frac{S_j-S_{j+1}}{\alpha_jh},\qquad \alpha_j>0 .
$$

No sampling of the standing wave inside the cell is needed. The remaining spatial approximation is the replacement of a graded $M$ by one value per cell.

## Alternation is Euler's method for dose

Define the local dose $D_j=\int_0^t\bar I_j\,dt'$. The bleaching law integrates to $M_j=e^{-CD_j}$. The whole problem is then

$$
\frac{dD}{dt}=F(D),\qquad F_j(D)=\bar I_j\big[e^{-CD}\big].
$$

$F$ is nonlocal: bleaching in one cell changes the field in the others.

The frozen-index update is

$$
M_j^{m+1}=M_j^m\exp[-C\bar I_j(M^m)\Delta t].
$$

Taking $-C^{-1}\ln$ of both sides gives

$$
D^{m+1}=D^m+\Delta t\,F(D^m),
$$

which is forward Euler. The exponential solves the bleaching law without error for a constant intensity, but the intensity is not constant.

Let $J$ be the derivative of $F$ with respect to $D$. Along the true solution $D''=JD'=JF$, so

$$
D(t+\Delta t)=D+\Delta tF+\tfrac12\Delta t^2JF+O(\Delta t^3).
$$

Let $\eta^m=D^m-D(t_m)$ be the accumulated error. Subtraction gives

$$
\eta^{m+1}=\eta^m+\Delta tJ\eta^m-\tfrac12\Delta t^2JF+O(\Delta t^3),
$$

where $\eta=O(\Delta t)$ has been used. Write $\eta=\Delta t\,e+O(\Delta t^2)$, divide by $\Delta t^2$ and let the step shrink:

$$
\frac{de}{dt}=J\left(e-\frac F2\right),\qquad e(0)=0 .
$$

The error at a fixed final time is thus first order in $\Delta t$. Expanding $e^{-C(D+\Delta t e)}$ gives the corresponding error in $M$, $-CM\Delta t\,e$.

For short exposures $Je$ is of higher order in time than $JF=dF/dt$. Then $e\simeq-\tfrac12[F(t)-F(0)]$: a place that brightens is underexposed by the scheme, and a place that darkens is overexposed.

## Midpoint correction

Predict the dose at half step and use the optical solution there:

$$
D^*=D+\tfrac12\Delta tF(D),\qquad D^{m+1}=D+\Delta tF(D^*).
$$

With $F''[F,F]$ denoting the second derivative applied twice along $F$,

$$
D^{m+1}=D+\Delta tF+\tfrac12\Delta t^2JF+\tfrac18\Delta t^3F''[F,F]+O(\Delta t^4).
$$

The true cubic term is $\tfrac16\Delta t^3(F''[F,F]+J^2F)$. The local defect is therefore

$$
-\Delta t^3\left(\tfrac1{24}F''[F,F]+\tfrac16J^2F\right)+O(\Delta t^4).
$$

About $T/\Delta t$ such defects accumulate over exposure time $T$, giving a global error $O(\Delta t^2)$.

```text
OPTICS(M):
    compute alpha, complex index and phase in every cell
    E = 1; Q = substrate_index
    store Re(conj(E)*Q) at the film bottom
    for cells from bottom to top:
        apply the inverse cell matrix to (E, Q)
        store Re(conj(E)*Q)
    Einc = (E + Q/n0)/2
    S = I0 * stored_values / (n0*abs(Einc)^2)
    return (S_top - S_bottom)/(alpha*h) for every cell

EXPOSE(steps):
    M = 1 in every cell; dt = T/steps
    repeat steps times:
        I = OPTICS(M)
        if midpoint:
            Mhalf = M*exp(-C*I*dt/2)
            I = OPTICS(Mhalf)
        M = M*exp(-C*I*dt)
    return M
```

Both assignments to $E$ and $Q$ in the cell map must use their old values.

One optical solve costs $O(N_z)$ operations and storage. A frozen step needs one solve and a midpoint step needs two.

## A limit with a closed solution

Match the cover and substrate to the film's real index, set $B=\Delta n=0$, and let absorption per wavelength be weak. Reflections then disappear to leading order and $\partial I/\partial z=-AMI$. The bleaching law turns the right side into $(A/C)\,\partial M/\partial t$. Integration over time gives

$$
\frac{\partial D}{\partial z}=\frac AC(M-1)=-\frac AC(1-e^{-CD}).
$$

For $u=e^{CD}$ this becomes $\partial u/\partial z=-A(u-1)$. At the top $u=e^\tau$, so

$$
u=1+(e^\tau-1)e^{-Az},\qquad
M=\frac1u=\frac{e^{Az}}{e^{Az}+e^\tau-1}.
$$

One frozen step gives instead $M=\exp(-\tau e^{-Az})$. For $\tau=2$ and $Az=0.64$, the closed solution is 0.229 and the frozen result 0.348. The difference, 0.119, is not small, although each formula is smooth and lies between zero and one.

In this limit the frozen scheme cannot overexpose. More dose anywhere reduces absorption above deeper points, so $F$ does not decrease when $D$ increases. If $D^m\le D(t_m)$ at every depth, then

$$
D^m+\Delta tF(D^m)\le D(t_m)+\Delta tF(D(t_m))\le D(t_{m+1}).
$$

The last inequality holds because the true intensity does not fall during exposure. Induction covers all steps.

The full wave calculation approaches the closed solution as $\lambda$ falls at fixed $A$. Its largest deviation in $M$ is 0.0026 at 400 nm and 0.0013 at 200 nm. The halving follows the leading boundary reflection amplitude, $|r|\simeq\kappa/(2n)$, which is proportional to $\lambda$. The agreement is in the scaling: for unbleached film at 400 nm the amplitude itself is 0.0075.

## Why reflection allows both signs

Consider a uniform absorption $\alpha$ and one reflection from the substrate, of amplitude $\rho<1$. Neglect re-reflection at the top. The downward and upward amplitudes at depth $z$ are

$$
f=e^{-\alpha z/2},\qquad b=\rho e^{-\alpha(d-z/2)} .
$$

At an interference minimum with $f>b$, the intensity is proportional to $(f-b)^2$. Its response to absorption has the sign of

$$
\frac{d(f-b)}{d\alpha}=-\frac z2f+\left(d-\frac z2\right)b .
$$

Bleaching lowers $\alpha$, so the minimum darkens when $(2d-z)b>zf$. The inequality holds sufficiently close to the top for any $\rho>0$: the incoming wave has crossed little absorber, while the returning wave has crossed the film almost twice. If the reflection is weak, this region may end above the first minimum, and then no minimum darkens. The inequality fails at $z=d$, so a minimum there brightens.

This estimate gives only the sign of the response to a small uniform change of $\alpha$. It omits the non-uniformity of the bleaching, the change of coupling at the top and the motion of fringes when $\Delta n\ne0$. The full calculation includes all three. With the real index held at 1.7, the one-step error in $M$ still runs from −0.093 to +0.110. At 98 nm depth the intensity falls from 47.0 to 30.0 W/m². A changing real index is therefore not required for local overexposure.

In matched media at 400 nm the corresponding range is −0.0001 to +0.119. The small negative value is a wave correction, since the reflection-free limit forbids it.

## Worked exposure

The following round parameters describe a model film, not a named resist:

- $d=800$ nm, $\lambda=400$ nm, $n_0=1$, $n_s=4+i$;
- $n_b=1.68$, $\Delta n=0.02$;
- $A=8\times10^5$ m⁻¹, $B=5\times10^4$ m⁻¹, $C=0.002$ m²/J;
- $I_0=100$ W/m², $T=10$ s, and 200 depth cells.

The incident dose is $100\times10=1000$ J/m², so $\tau=0.002\times1000=2$. Initially $\alpha=8.5\times10^5$ m⁻¹ and $\kappa=\lambda\alpha/(4\pi)=0.0271$.

The initial reflectance is 0.160 and the mean film intensity is 70.6 W/m². The film absorbs the fraction

$$
\frac{\alpha d\,\bar I}{I_0}=\frac{0.68\times70.6}{100}=0.480 .
$$

The remaining $1-0.160-0.480=0.360$ enters the substrate. By the end, reflectance has risen to 0.234 and mean film intensity to 101.3 W/m².

Freezing the initial index for the whole exposure gives a mean local dose of $70.57\times10=706$ J/m². The time-resolved reference gives 887 J/m², so the frozen result is 20% low relative to the reference. The mean remaining absorber is 0.289 instead of 0.232.

The average hides errors of opposite sign. At 86 nm depth the intensity falls from 55.7 to 34.5 W/m². One frozen step assigns a dose of 557 J/m² and $M=0.328$. The reference has $M=0.429$, equivalent to $-\ln(0.429)/C=423$ J/m². At 710 nm the intensity rises from 43.7 to 75.5 W/m², and one step leaves $M=0.417$ where the reference has 0.288.

Time refinement gives these largest errors in $M$ over all cells, relative to an adaptive time integration on the same mesh:

| Steps | Frozen | Midpoint |
|---:|---:|---:|
| 1 | 0.130 | 0.0071 |
| 4 | 0.030 | 0.00046 |
| 16 | 0.0072 | 0.000029 |
| 128 | 0.00089 | 0.00000045 |

Between 128 and 256 steps the errors fall by factors 2.00 and 4.00, as the two orders require. The linear equation for $e$ also predicts the spatial pattern: at 512 frozen steps, the largest mismatch in the scaled dose error is 0.016% of the largest leading coefficient.

For a target error of 0.001, the first sufficient count among powers of two is 128 frozen steps or 4 midpoint steps. That is 128 optical solves against 8. The ratio belongs to this example and target; because the orders differ, its trend is to grow as the inverse square root of the target error, though not monotonically when counts are restricted to powers of two.

## Choosing the step and the mesh

When the true solution is unknown, compare runs with $N$ and $2N$ steps. If the frozen error is $K/N$, their difference is $K/N-K/(2N)=K/(2N)$, the error of the finer run. Here the largest difference between 128 and 256 steps is $4.45\times10^{-4}$, and the largest error at 256 steps is $4.44\times10^{-4}$. For midpoint errors proportional to $N^{-2}$, divide the difference by three. Check with a third run that the expected ratio has been reached.

This comparison says nothing about depth resolution. Replacing a varying dose in a cell by its mean $\bar D$ changes the mean of $e^{-CD}$ by about $\tfrac12C^2\operatorname{Var}(D)e^{-C\bar D}$. For a smooth dose the variance is $O(h^2)$. The largest change in cell-averaged $M$ is 0.0019 from 100 to 200 cells and 0.00048 from 200 to 400, a ratio of 3.9.

If second-order convergence continues, the latter change is three quarters of the error at 200 cells, which is then about $0.00048/0.75\approx0.0006$. Four midpoint steps already have a smaller temporal error. Further time refinement alone leaves this spatial error in place; a target below it requires a finer depth mesh.

## Stability and failure modes

For $\alpha>0$ the flux cannot increase downwards, so $\bar I_j\ge0$. Both updates therefore keep $0<M\le1$ in exact arithmetic and never restore absorber, whatever the step. These properties do not imply accuracy: the one-step result above has them too.

Refining the depth mesh does not by itself force a smaller time step. Changing $M$ in one cell perturbs the optical path over a width $h$, so its effect on another cell is $O(h)$. The sum over $O(1/h)$ cells stays finite, as does the direct local effect of $n(M)$ on $I$. The response of $F$ thus has a finite limit as $h\to0$. Since $\partial M/\partial D=-CM$, this response is proportional to $CI_0$ and to the sensitivity of $I/I_0$ to $M$. That sensitivity depends on $Ad$, on $\Delta n\,d/\lambda$ and on the reflections, so these also affect the time step needed.

Several conditions need attention in an implementation:

- **Nearly transparent cells.** The flux difference loses digits when $\alpha h$ is tiny, and the quotient is undefined at $\alpha=0$. Average $n|E|^2$ over the cell directly instead.
- **Strongly absorbing films.** Upward propagation grows roughly as $e^{\alpha d/2}$ and may overflow. Rescale $E$ and $Q$ together, and rescale stored fluxes by the squared magnitude of the same factor. The normalized results are unchanged.
- **Variable irradiance.** Use incident dose as the integration variable. Equal time steps are no longer equal dose steps.
- **Additional physics.** Diffusion during exposure, heating, swelling or lateral structure breaks the relation $M=e^{-CD}$ or the one-dimensional optical solve. Refining $\Delta t$ cannot repair a missing process.

The numerical output below gives the full refinement sequence and the checks of the optical solution.

## Values computed for the example and the checks

```
wavelength, thickness: 400, 800 nm; depth cells: 200
cover index 1.0; substrate index (4+1j)
film real index: nb=1.68, dn=0.02
A=8.000e+05 1/m; B=5.000e+04 1/m; C=2.000e-03 m^2/J
incident irradiance 100.0 W/m^2; time 10.0 s
incident dose 1000.0 J/m^2
initial complex film index: 1.700000+0.027056j
reflectance, start and end: 0.159897, 0.234309
mean film intensity, start and end: 70.569, 101.277 W/m^2
initial intensity min, max: 16.552, 127.319 W/m^2
final intensity min, max: 26.138, 177.847 W/m^2
reference final M min, mean, max: 0.043074, 0.232277, 0.631523
one-step final M mean: 0.288805
mean local dose, one-step and reference: 705.693, 887.469 J/m^2
largest overexposure in M: depth 86.0 nm; M one-step 0.328352, reference 0.428781
  intensity there, start and end: 55.684, 34.500 W/m^2
largest underexposure in M: depth 710.0 nm; M one-step 0.417204, reference 0.287682
  intensity there, start and end: 43.709, 75.495 W/m^2
steps; step length (s); max M error: frozen, midpoint
   1; 10.000000; 1.295211e-01, 7.135154e-03
   2; 5.000000; 6.197447e-02, 1.849654e-03
   4; 2.500000; 2.984224e-02, 4.606524e-04
   8; 1.250000; 1.457764e-02, 1.150138e-04
  16; 0.625000; 7.195811e-03, 2.872305e-05
  32; 0.312500; 3.573757e-03, 7.175734e-06
  64; 0.156250; 1.781200e-03, 1.793214e-06
 128; 0.078125; 8.892696e-04, 4.482104e-07
 256; 0.039062; 4.443002e-04, 1.120437e-07
 512; 0.019531; 2.220662e-04, 2.801292e-08
error ratio 128/256 steps: frozen 2.0015, midpoint 4.0003
max M difference, 128 and 256 frozen steps: 4.449694e-04
target M error 0.001: first tested frozen steps 128, midpoint steps 4
optical solves for target: frozen 128, midpoint 8
leading dose-error coefficient min, max: -41.312, 13.469 W/m^2
relative mismatch of leading error at 512 steps: 1.6376e-04
matrix versus wave equation, max intensity error at 100, 200 cells: 5.3597e-02, 1.3413e-02 W/m^2
reflectance error at 200 cells: 6.0859e-06
closed-solution M deviation at 400, 200 nm: 2.5991e-03, 1.3008e-03
matched media, one-step M error min, max: -0.000104, 0.119408
reflecting, real index fixed at 1.7: one-step M error min, max: -0.093266, 0.109914
  darkened place 98.0 nm; intensity start, end: 46.984, 29.969 W/m^2
depth-mesh max M change, 100-200 and 200-400 cells: 1.8734e-03, 4.8460e-04; ratio 3.866
```
